Perturbative triples corrections along the dissociation of hydrogen fluoride, part 2

Hydrogen fluoride (6-31G, real canonical RHF orbitals, determinant Φ, fluorine 1s frozen) is stretched over seven bond lengths R from 0.9 to 3.5 Å; energies are in hartree (E_h). CCSD(T) has a false maximum, the hump, at 2.36 Å; CCSD and FCI (state Ψ) keep rising. Two questions remain: (e) how much of the growth of (T) is due to T₂ and how much to the denominators, and whether these can vanish; (f) why, in a two-electron model of the bond, t_σ and λ_σ behave differently, and what this does and does not explain about CR-CC(2,3).

CCSD fixes T = T₁ + T₂ (singles and doubles), the energy E_CC and the de-excitation operator Λ = Λ₁ + Λ₂; for small amplitudes Λ ≈ T†. σ means 3σ and σ* the lowest virtual σ orbital; t_σ and λ_σ are the T₂ and Λ₂ amplitudes of τ_σ = a†_σ*α a†_σ*β a_σβ a_σα, and t₁ is the σ→σ* singles amplitude, equal for both spins. Rank is the number of electrons moved from occupied to virtual orbitals; μ runs over rank-3 determinants (triples), with holes i, j, k and particles a, b, c.

With H̄ = e^(−T) H e^(T), H̃ = e^(−T₁) H e^(T₁) and M_κ = ⟨κ|H̄|Φ⟩,

E_FCI − E_CC = Σ_(rank κ ≥ 3) ℓ_κ M_κ,  ℓ_κ = ⟨Ψ|e^T|κ⟩ / ⟨Ψ|e^T|Φ⟩   (1)

M_μ = ⟨μ|[H̃,T₂]|Φ⟩ + ½⟨μ|[[H̃,T₂],T₂]|Φ⟩   (4)

L_μ = ⟨Φ|Λ₁H̃|μ⟩ + ⟨Φ|Λ₂H̃|μ⟩   (5)

The CR-CC(2,3) correction, variant D (CR-D), is

δ_D = Σ_μ L_μ M_μ / 𝒟_μ,  L_μ = ⟨Φ|(1+Λ)H̄|μ⟩,  𝒟_μ = E_CC − ⟨μ|H̄|μ⟩   (3)

Variant A (CR-A) replaces 𝒟_μ by the orbital-energy difference D_μ = ε_i + ε_j + ε_k − ε_a − ε_b − ε_c. With W_μ = ⟨μ|HT₂|Φ⟩ and V_μ = ⟨μ|HT₁|Φ⟩, the (T) correction is

E(T) = E4 + E5,  E4 = Σ_μ W_μ² / D_μ,  E5 = Σ_μ V_μ W_μ / D_μ   (6)

For T = 0,

⟨μ|H|μ⟩ − E_RHF = |D_μ| − Σ_(hole, particle) ⟨ia||ia⟩ + Σ_(i<j) ⟨ij||ij⟩ + Σ_(a<b) ⟨ab||ab⟩   (8)

(e) Numerator and denominator

The denominators cannot close with the σ–σ* gap. A triple has three particles in distinct spin orbitals, and σ* offers two, so at least one particle sits in another virtual orbital. Let ε_H be the highest occupied energy and ε_L = ε_σ* ≤ ε_L+1 the two lowest virtual spatial-orbital energies. The particle energies sum to at least 2ε_L + ε_L+1 and the hole energies to at most 3ε_H, so

|D_μ| ≥ 2(ε_L − ε_H) + (ε_L+1 − ε_H)

This bound stays positive when ε_L − ε_H → 0, provided the second virtual level stays away from the occupied ones. For a triple made of σσ→σ*σ* and a third excitation k→c, |D_μ| = 2g + (ε_c − ε_k) with g = ε_σ* − ε_σ. The computed quantities, with min|D| taken over triples with W_μ ≠ 0, are:

R      t_σ       λ_σ       |t₁|     g/E_h    min|D|/E_h
0.90   −0.0371   −0.0362   0.0103   0.9600   3.5791
1.40   −0.1970   −0.1829   0.0472   0.6355   2.7813
1.90   −0.4442   −0.3471   0.1350   0.4211   2.4338
2.36   −0.6991   −0.4252   0.2308   0.3028   2.1876
2.80   −0.8819   −0.4441   0.2936   0.2309   2.0296
3.50   −1.0224   −0.4478   0.3343   0.1643   1.8943

The gap falls by a factor 0.9600/0.1643 = 5.8, the smallest triples denominator by 3.5791/1.8943 = 1.9. The size of min|D| depends on the basis through the second virtual level: with diffuse functions (aug-cc-pVDZ) the smallest symmetry-allowed denominator is 2.27 E_h at 0.9 Å and 1.09 E_h at 3.5 Å, smaller but still far from zero. The triple that attains min|D| at 0.9, 2.36 and 3.5 Å is not of the σσ→σ*σ* type: its holes are one σ electron and both electrons of one π orbital, its particles are σ*, σ* and the second virtual σ orbital, so g enters its denominator once. The triples that do contain σσ→σ*σ* and have W_μ ≠ 0 cannot lie below min|D|, so at 3.5 Å, where 2g = 0.329 E_h, their third excitation supplies ε_c − ε_k ≥ 1.894 − 0.329 = 1.565 E_h. The picture of a growing amplitude over a vanishing denominator is therefore wrong for the triples: (T) overshoots, and with finite amplitudes it does not diverge.

An exact split of E4 is obtained by defining

N = Σ_μ W_μ²,  1/D_eff = Σ_μ (W_μ²/N)(1/|D_μ|),  |E4| = N / D_eff

so that D_eff is the harmonic mean of |D_μ| with weights W_μ²/N. The last two columns below are defined after the table; energies are in mE_h, N in 10⁻³ E_h², D_eff in E_h.

R      N         D_eff    E4        E(T)      no t_σ   frozen D
0.90   4.508     6.2836   −0.717    −0.594    −0.545   −0.594
1.40   12.432    4.9697   −2.502    −2.035    −0.739   −1.811
1.90   36.151    4.1655   −8.679    −7.032    −0.521   −5.730
2.36   81.107    3.7363   −21.708   −17.578   −0.693   −13.491
2.80   129.427   3.4893   −37.092   −30.006   −1.138   −22.035
3.50   177.610   3.2888   −54.005   −43.739   −1.749   −30.728

From 0.9 to 3.5 Å, N grows by 177.610/4.508 = 39.40 and 1/D_eff by 6.2836/3.2888 = 1.91; their product is the factor 75.28 of |E4|. On a logarithmic scale, ln 39.40 = 3.67 and ln 1.91 = 0.65, shares of 0.85 and 0.15. The program asserts that the first factor exceeds the second and that both exceed 1. D_eff remains well above min|D|, so much of the weight W² lies on triples with higher denominators. D_eff changes both through the orbital energies and through the weights, so the split alone does not isolate the orbital energies.

Two recomputations of (6) do isolate causes. W is linear in T₂, so

W_μ = t_σ w_μ + W_μ⁰,  w_μ = ⟨μ|H τ_σ|Φ⟩

The column "no t_σ" is E(T) with W replaced by W⁰, all else unchanged. The column "frozen D" is E(T) with the current W and V but the orbital energies of 0.9 Å, orbitals being matched by symmetry and energy order. Adding the CCSD rise of 8.963 mE_h, the change of the total energy from 2.36 to 3.5 Å is

actual:    8.963 + (−43.739 + 17.578) = −17.198 mE_h
no t_σ:    8.963 + (−1.749 + 0.693) = +7.907 mE_h
frozen D:  8.963 + (−30.728 + 13.491) = −8.274 mE_h

Deleting one amplitude removes the fall; the program asserts the positive sign. With W⁰ alone, |E4| stays between 0.66 and 0.97 mE_h at all seven points, 0.878 against 54.005 mE_h at 3.5 Å and 0.658 against 0.717 mE_h at 0.9 Å; the program asserts that it is less than half of the full value at 3.5 Å and more than half at 0.9 Å. Freezing the denominators reduces |E(T)| at 3.5 Å by the factor 43.739/30.728 = 1.42 and halves the fall, but the computed change remains negative: a maximum survives without any shrinking of the triples denominators D_μ, the amplitudes in W and V being those of the current geometry.

When t_σ w dominates W, N ≈ t_σ² Σ w_μ². The ratio N/t_σ² is 81.107/0.6991² = 166 at 2.36 Å, 129.427/0.8819² = 166 at 2.8 Å and 177.610/1.0224² = 170 at 3.5 Å, in 10⁻³ E_h². Beyond the hump N follows t_σ² to within about 3 %. At 0.9 Å the other amplitudes dominate, which is why N grows by 39 and not by the much larger ratio of the t_σ² values.

(f) The two-electron model

Keep only the two bond electrons and the orbitals σ and σ*, the other electrons being spectators. At large R let p and h be orthonormal orbitals on F and H spanning the same space, with c = cos θ and s = sin θ:

p = cσ − sσ*,  h = sσ + cσ*

Let electron 1 have spin α and electron 2 spin β. The neutral atoms are in the covalent singlet. Multiplying out,

p(1)h(2) = cs σσ + c² σσ* − s² σ*σ − cs σ*σ*
h(1)p(2) = cs σσ − s² σσ* + c² σ*σ − cs σ*σ*
sum = 2cs σσ + (c² − s²)(σσ* + σ*σ) − 2cs σ*σ*

Dividing by 2cs = sin 2θ gives intermediate normalization, with C₁ = cot 2θ for each single and C₂ = −1 for the double. CCSD is exact for two electrons. Let E_α and E_β be the σ→σ* excitations for each spin. They commute, E_α² = E_β² = 0, and E_αE_β = τ_σ, because moving a_σα past the pair a†_σ*β a_σβ costs no sign. With T = t₁(E_α + E_β) + t_σ τ_σ, the square is T² = 2t₁² τ_σ and higher powers vanish:

ψ = e^T Φ = Φ + t₁(E_α + E_β)Φ + (t_σ + t₁²) τ_σΦ

so C₁ = t₁ and C₂ = t_σ + t₁². At dissociation

t_σ = −1 − cot² 2θ = −1/sin² 2θ

which has magnitude 1 for equal mixing and more when the RHF orbital leans toward one atom. The amplitude that (T) treats as first-order small is of order 1.

In the model the space of Φ, singles and doubles is complete, so ⟨Φ|(1+Λ) is the exact left vector ⟨ψ|e^T/⟨ψ|e^T|Φ⟩ = ⟨ψ|e^T/⟨ψ|ψ⟩. T annihilates τ_σΦ, so e^T τ_σΦ = τ_σΦ and at any R

λ_σ = C₂ / (1 + 2t₁² + C₂²),  |λ_σ| ≤ |C₂|/(1 + C₂²) ≤ ½   (9)

the last step being (1 − |C₂|)² ≥ 0. For small amplitudes (9) gives λ_σ ≈ t_σ, as assumed in (b). For large ones the norm of ψ bounds it.

With the CCSD amplitudes at 3.5 Å, C₂ = −1.0224 + 0.3343² = −0.9106, near the value −1 that the model gives for separated atoms; the eight-electron amplitudes need not reach that value exactly. The norm is 1 + 0.2235 + 0.8292 = 2.0527, and (9) gives −0.9106/2.0527 = −0.4436 against the computed λ_σ = −0.4478, a difference of 1 % of the latter. The bound ½ is proved for the model only; for the eight-electron problem the program asserts |λ_σ| < 0.55 and |λ_σ| < |t_σ| at 3.5 Å, that |t_σ| grows along the grid, and that it is the largest doubles amplitude at 3.5 Å. The ratio λ_σ/t_σ falls from 0.0362/0.0371 = 0.98 at 0.9 Å to 0.44 at 3.5 Å, and between 2.36 and 3.5 Å |λ_σ| grows by 5 % while |t_σ| grows by 46 %.

By (5), the left factor of CR-CC(2,3) carries λ_σ where (T) carries t_σ. One of the two growing factors of E4 is replaced by one that saturates. The right factor does not saturate through a t_σ² term. Since τ_σ² = 0, ½[[H̃,τ_σ],τ_σ] = −τ_σH̃τ_σ. Its rank-3 part on Φ needs a single excitation k→c, with σ filled and σ* empty so that τ_σ can act, coupled by H̃ to τ_σΦ; these determinants differ in three spin orbitals and the element vanishes. M differs from W through the T₁ dressing and through products of two doubles amplitudes other than t_σ². The program does not separate these effects, and Variation 2 indicates that they matter.

CR-A shares its denominators with (T) and has errors between 0.40 and 2.34 mE_h. The cure therefore lies in L and M, in agreement with (e). Its correction at 3.5 Å is 1.687 − 12.406 = −10.72 mE_h, where (T) gives −43.74 and the exact gap is −12.41 mE_h.

The step from A to D lowers the energy by 0.150 mE_h at 0.9 Å, 2.260 at 2.36 Å and 2.677 at 3.5 Å. The smallest denominators do not explain this at long range: min|𝒟| is 2.1171 E_h at 3.5 Å, above min|D| = 1.8943 E_h. A conjecture, not tested here, is that for the triples carrying most of the weight the nine hole–particle terms of (8) outweigh the six others.

The exact terms of (1) qualify the small CR-D error. At 2.36 Å ranks 3 to 6 contribute −8.171, −1.959, −0.014 and −0.002 mE_h, which add to E_FCI − E_CC = −10.146 mE_h. CR-D approximates the rank-3 term alone and gives −10.064 mE_h. It overshoots that term by 1.893 mE_h and omits −1.975 mE_h from higher ranks, and the two errors cancel to 0.082 mE_h. CR-A gives 2.342 − 10.146 = −7.804 mE_h, within 0.37 mE_h of the exact rank-3 term. At this geometry the agreement of CR-D with FCI to 0.1 mE_h is thus a cancellation, and the ranks above 3, which a triples-only correction leaves out, amount there to about 2 mE_h; the rank split was made at 2.36 Å only. All of this concerns one single bond in a small basis. Where two pair amplitudes grow together, their product is a rank-4 component, and nothing derived here suggests that a rank-3 correction suffices.

The program and its output follow this sheet.

Variation 1: dropping the singles term

CCSD[T] is defined as E_CC + E4. Find how its maximum and its error compare with those of CCSD(T).

The printed E5 is positive at all seven points, 3.741, 4.131 and 10.266 mE_h at 2.30, 2.36 and 3.5 Å, so omitting it lowers the curve most where R is largest. With E4 = −19.672 mE_h at 2.30 Å and the values tabulated above,

1.90 Å: −99.967163 − 0.008679 = −99.975842 E_h
2.30 Å: −99.943336 − 0.019672 = −99.963008 E_h
2.36 Å: −99.941493 − 0.021708 = −99.963201 E_h
3.50 Å: −99.932531 − 0.054005 = −99.986536 E_h

The energy at 2.30 Å is above those at 1.90 and 2.36 Å, so the maximum lies between 1.90 and 2.36 Å, earlier than for CCSD(T). The fall to 3.5 Å is at least the 23.5 mE_h measured from 2.30 Å, and the error against FCI at 3.5 Å is 12.406 − 54.005 = −41.6 mE_h, compared with −31.3 mE_h. The ratio E5/|E4| is 1.647/8.679 = 0.190 at 1.9 Å, 4.131/21.708 = 0.190 at 2.36 Å and 10.266/54.005 = 0.190 at 3.5 Å. This constancy is an observation for this molecule and basis and is not derived here. It means that from 1.9 to 3.5 Å adding E5 amounts to multiplying E4 by about 0.81, with little change of its shape, which delays the maximum and does not remove it.

Variation 2: changing only the left amplitude

Suppose Λ₂ replaces T₂† on the left of E4, as in ΛCCSD(T), while W and D are kept. Estimate the effect in the approximation that t_σ and λ_σ dominate.

With W_μ ≈ t_σ w_μ on the right and λ_σ w_μ on the left, the term becomes λ_σ t_σ Σ w_μ²/D_μ ≈ (λ_σ/t_σ) E4:

2.36 Å: (0.4252/0.6991) × (−21.708) = 0.608 × (−21.708) = −13.2 mE_h
3.50 Å: (0.4478/1.0224) × (−54.005) = 0.438 × (−54.005) = −23.7 mE_h

The term grows in magnitude by 10.5 mE_h over the interval in place of 54.005 − 21.708 = 32.3 mE_h. Against the CCSD rise of 9.0 mE_h this leaves about −1.5 mE_h, where CCSD[T] has −23.3 mE_h, so most of the fall is removed. Whether a small maximum survives cannot be decided by this estimate, which neglects W⁰ and the singles term. At 3.5 Å the estimate of −23.7 mE_h is still about twice the exact gap of −12.4 mE_h and the CR-A value of −10.7 mE_h. Within the estimate, the remaining 13 mE_h down to CR-A has to come from the Λ₁ term of (5), the T₁ dressing of the integrals and the quadratic term of (4).

Computed values

```
determinants 44100, triples 4480; 1 Eh = 627.509 kcal/mol
total energies / Eh
R/A           RHF        CCSD     CCSD(T)        CR-D         FCI
0.90   -99.982920 -100.112361 -100.112956 -100.113106 -100.113359
1.40   -99.881379 -100.040645 -100.042679 -100.043055 -100.043409
1.90   -99.763530  -99.967163  -99.974195  -99.973402  -99.973767
2.30   -99.696562  -99.943336  -99.959267  -99.952987  -99.953128
2.36   -99.688390  -99.941493  -99.959071  -99.951557  -99.951639
2.80   -99.640372  -99.934639  -99.964645  -99.946805  -99.946378
3.50   -99.595781  -99.932531  -99.976269  -99.945926  -99.944936
errors against FCI / mEh
R/A          CCSD     CCSD(T)        CR-A        CR-D
0.90        0.998       0.404       0.403       0.253
1.40        2.765       0.730       0.922       0.354
1.90        6.604      -0.428       1.869       0.365
2.30        9.792      -6.139       2.329       0.141
2.36       10.146      -7.432       2.342       0.082
2.80       11.739     -18.267       2.155      -0.428
3.50       12.406     -31.333       1.687      -0.990
amplitudes (no unit), gap and denominators / Eh
R/A      |c0| FCI      |t1_s|         t_s    lambda_s         gap      min|D|   min|D_EN|        Deff
0.90       0.9834      0.0103     -0.0371     -0.0362      0.9600      3.5791      3.2379      6.2836
1.40       0.9600      0.0472     -0.1970     -0.1829      0.6355      2.7813      2.5190      4.9697
1.90       0.8805      0.1350     -0.4442     -0.3471      0.4211      2.4338      2.2343      4.1655
2.30       0.7897      0.2196     -0.6681     -0.4196      0.3153      2.2155      2.1745      3.7805
2.36       0.7775      0.2308     -0.6991     -0.4252      0.3028      2.1876      2.1717      3.7363
2.80       0.7107      0.2936     -0.8819     -0.4441      0.2309      2.0296      2.1596      3.4893
3.50       0.6665      0.3343     -1.0224     -0.4478      0.1643      1.8943      2.1171      3.2888
(T) analysis / mEh (N in 1e-3 Eh^2)
R/A             N          E4          E5        E(T)   E4 no t_s  (T) no t_s (T) frozenD
0.90        4.508      -0.717       0.123      -0.594      -0.658      -0.545      -0.594
1.40       12.432      -2.502       0.467      -2.035      -0.969      -0.739      -1.811
1.90       36.151      -8.679       1.647      -7.032      -0.793      -0.521      -5.730
2.30       74.371     -19.672       3.741     -15.931      -0.701      -0.646     -12.313
2.36       81.107     -21.708       4.131     -17.578      -0.697      -0.693     -13.491
2.80      129.427     -37.092       7.086     -30.006      -0.729      -1.138     -22.035
3.50      177.610     -54.005      10.266     -43.739      -0.878      -1.749     -30.728
hump R = 2.36 A, E[CCSD(T)] = -99.959071 Eh
slopes at hump / mEh per A: CCSD 28.21, (T) -27.81
false barrier, hump minus 3.5 A: 17.198 mEh = 10.79 kcal/mol
E(3.5 A)-E(hump) / mEh: FCI 6.703, CCSD 8.963, CR-D 5.631
same / mEh: CCSD+(T) no t_s 7.907, frozen D -8.274
non-parallelity CCSD: 11.408 mEh = 7.16 kcal/mol
non-parallelity CCSD(T): 32.063 mEh = 20.12 kcal/mol
non-parallelity CR-A: 1.938 mEh = 1.22 kcal/mol
non-parallelity CR-D: 1.355 mEh = 0.85 kcal/mol
growth 0.9 -> 3.5 A: |E4| x75.28, N x39.40, 1/Deff x1.91
share of ln growth: N 0.85, Deff 0.15
3.5 A: C2 = -0.9106, two-electron lambda = -0.4436
exact moment terms at hump, rank 3..6 / mEh: -8.171 -1.959 -0.014 -0.002
FCI-CCSD at hump -10.146 mEh, CR-D term -10.064 mEh
closed-form vs explicit Hbar diagonal, max deviation 2.8e-14 Eh
```
